# Silicon-29 satellites of the silicon vacancy in silicon carbide

## Problem

A silicon vacancy in silicon carbide carries a negative charge and an electron spin $S=3/2$. Its four nearest neighbours are carbon atoms, and the next shell consists of silicon atoms. A silicon atom is the isotope silicon-29, with nuclear spin $I=1/2$, with probability $p=0.047$. The other stable silicon isotopes have no nuclear spin.

An ensemble of these vacancies is studied by electron spin resonance at 9400 MHz and 300 K, with the magnetic field along the crystal axis. All silicon atoms of the second shell are first taken to have the same isotropic hyperfine coupling, of magnitude $|A|=8.0$ MHz.

(a) Show that the second shell has twelve sites. Find the probabilities that it holds zero, one and two silicon-29 nuclei.

(b) Find the line pattern produced by one such nucleus and by two.

(c) Predict the areas of the first and second satellites relative to the central line. Decide whether configurations with three or more nuclei may be dropped.

(d) Examine the limits of small $p$ and of $p=1$.

(e) State how unequal couplings, a finite linewidth and carbon-13 change what is read from a spectrum.

## Solution

### (a) Sites and probabilities

Place the vacancy at the origin of a cubic silicon sublattice with lattice constant $a$. The nearest silicon positions are

$$\frac a2(\pm1,\pm1,0),\qquad \frac a2(\pm1,0,\pm1),\qquad \frac a2(0,\pm1,\pm1).$$

There are three choices for the zero coordinate and four sign combinations for each, so the shell has $3\times4=12$ sites. In hexagonal stacking the number is the same: six neighbours lie in the vacancy's own silicon layer, three in the layer above and three in the layer below.

Assume that the isotopes are distributed at random, so that the occupations of different sites are independent. The probability that $k$ specified sites hold silicon-29 and the other $12-k$ do not is $p^k(1-p)^{12-k}$. The $k$ sites can be chosen in $\binom{12}{k}$ ways, and these choices exclude one another. Their probabilities therefore add:

$$P_k=\binom{12}{k}p^k(1-p)^{12-k}.$$

For no silicon-29 nucleus,

$$P_0=(1-p)^{12}=0.953^{12}=0.5612.$$

For one nucleus there are twelve choices of site. One factor $1-p$ is replaced by $p$, which gives

$$P_1=12\,\frac{p}{1-p}\,P_0=12\times\frac{0.047}{0.953}\times0.5612=0.3321.$$

For two nuclei there are $12\times11/2=66$ pairs. Since $66/12=11/2$,

$$P_2=\frac{11}{2}\,\frac{p}{1-p}\,P_1=\frac{11}{2}\times\frac{0.047}{0.953}\times0.3321=0.0901.$$

The remaining probability, for three or more nuclei, is

$$1-0.5612-0.3321-0.0901=0.0166.$$

These numbers describe an ensemble. A single vacancy has one fixed set of isotopes around it. If it has one silicon-29 neighbour, its spectrum, averaged over the nuclear orientation, has two hyperfine lines and no line at the centre. The strong central line of the ensemble comes mainly from other vacancies, those without a silicon-29 neighbour.

### (b) Patterns from one and two nuclei

Let $z$ be the direction of the magnetic field $B$ and of the crystal axis. Written as a frequency, the Hamiltonian with $k$ silicon-29 nuclei is

$$\frac{H}{h}=\nu_eS_z+D\left[S_z^2-\frac{S(S+1)}3\right]+A\sum_{j=1}^{k}\mathbf S\cdot\mathbf I_j-\gamma B\sum_{j=1}^{k}I_{jz}.$$

Here $\nu_e$ is the electron Zeeman frequency, $D=35.0$ MHz is the zero-field parameter, and $\gamma$ is the nuclear gyromagnetic ratio in MHz/T. The spin operators are dimensionless.

The hyperfine product is

$$\mathbf S\cdot\mathbf I_j=S_zI_{jz}+\frac12\left(S_+I_{j-}+S_-I_{j+}\right).$$

The last two terms flip the electron spin and a nuclear spin together. They connect levels about $\nu_e$ apart, so they contribute in second order, with shifts of the scale $A^2/\nu_e=8.0^2/9400\approx0.007$ MHz. To first order they are dropped. The level energies are then

$$\frac{E}{h}=\nu_em_S+D\left[m_S^2-\frac{S(S+1)}3\right]+Am_SM-\gamma BM,\qquad M=\sum_{j=1}^{k}m_{I,j}.$$

The microwave field acts on the electron spin, raising $m_S$ by one and leaving $M$ unchanged. Subtract the energy at $m_S$ from that at $m_S+1$. The nuclear Zeeman term cancels, and $(m_S+1)^2-m_S^2=2m_S+1$, so that

$$\nu=\nu_e+D(2m_S+1)+AM.$$

For $S=3/2$ there are three electron transitions, at $\nu_e$ and $\nu_e\pm2D$, that is, at 0 and $\pm70$ MHz from the centre. Each has the same hyperfine pattern. The value of $S$ does not enter the hyperfine shift, because $m_S$ changes by one in each transition.

The nuclear orientations are almost equally populated. The thermal polarization of a spin 1/2 at 300 K and 0.3354 T is

$$\tanh\left(\frac{h|\gamma|B}{2k_BT}\right)=2.3\times10^{-7},$$

where $|\gamma|=8.46$ MHz/T and $h\gamma B$ is an energy. The hyperfine interaction separates the two orientations of a nucleus by at most $3|A|/2=12$ MHz, which is also tiny beside $k_BT/h\approx6\times10^6$ MHz. The $2^k$ orientations of $k$ nuclei may therefore be given equal weights.

For one nucleus, $M=\pm1/2$. There are two lines at $\pm|A|/2=\pm4.0$ MHz, each with half the area.

For two nuclei, the four orientations give

- both up: $M=1$;
- one up and one down, in two ways: $M=0$;
- both down: $M=-1$.

The lines lie at $-|A|$, $0$ and $+|A|$, with areas in the ratio $1:2:1$. Half of the area from a vacancy with two silicon-29 neighbours thus returns to the central position.

Diagonalization of the full Hamiltonian for one and two nuclei, over all three electron transitions, gives a largest displacement of 10.3 kHz from these first-order positions. That is about 0.3% of the 4.0 MHz satellite displacement.

### (c) Relative satellite areas

Label a line by $m=2M$, so that its displacement from the centre is $mA/2$. Its area $I_m$ is normalized to the total area of one electron transition. The label refers to one line on one side, and $I_{-m}=I_m$.

**Up to two nuclei.** The patterns of part (b), weighted by the probabilities of part (a), give

$$I_0\approx P_0+\frac{P_2}{2},\qquad I_{\pm1}\approx\frac{P_1}{2},\qquad I_{\pm2}\approx\frac{P_2}{4}.$$

The ratios are

$$\frac{I_1}{I_0}\approx\frac{0.3321/2}{0.5612+0.0901/2}=0.274,$$

$$\frac{I_2}{I_0}\approx\frac{0.0901/4}{0.5612+0.0901/2}=0.037.$$

**All numbers of nuclei.** Suppose that $n$ of the $k$ nuclei point up. Then

$$m=n-(k-n)=2n-k,\qquad n=\frac{k+m}{2}.$$

The up spins can be chosen in $\binom{k}{n}$ ways, and each orientation has weight $2^{-k}$. Hence

$$I_m=\sum_kP_k\,\frac{1}{2^k}\binom{k}{(k+m)/2},$$

where $k$ runs from $|m|$ to 12 in steps of two, because $k+m$ must be even. The first terms are

$$I_0=P_0+\frac12P_2+\frac38P_4+\cdots,$$

$$I_1=\frac12P_1+\frac38P_3+\cdots,$$

$$I_2=\frac14P_2+\frac14P_4+\cdots.$$

The full sums are $I_0=0.6069$, $I_1=0.1717$, $I_2=0.0229$ and $I_3=0.0019$. The predicted ratios are therefore

$$\boxed{\frac{I_1}{I_0}=0.283,\qquad\frac{I_2}{I_0}=0.038.}$$

With the central line set to 100, the five strongest lines have areas of about $4:28:100:28:4$. The two first satellites together have 0.566 of the central area, so a quoted ratio must say whether it refers to one side or to both.

Truncation at two nuclei makes the first ratio about 3% too small, relative to the full result. The omitted configurations have a total probability of just 0.0166, but those with three nuclei put three quarters of their area into the two first satellites. They should be kept if the ratio is wanted to better than a few per cent.

**Two sum rules.** For each $k$ the binomial coefficients add up to $2^k$, and the $P_k$ add up to one. Hence $\sum_mI_m=1$. The lines listed above give

$$0.6069+2(0.1717+0.0229+0.0019)=0.9999,$$

so almost nothing lies farther out.

For the second rule, let site $j$ contribute $m_j=0$ with probability $1-p$, and $m_j=+1$ or $-1$ with probability $p/2$ each. Its mean is zero and its mean square is $p$. For independent sites the cross terms $\langle m_im_j\rangle=\langle m_i\rangle\langle m_j\rangle$ vanish, and

$$\sum_mm^2I_m=\left\langle\Big(\sum_jm_j\Big)^2\right\rangle=12p=0.564.$$

Direct enumeration of the $3^{12}$ site states also gives 0.564. The root-mean-square hyperfine shift is $(|A|/2)\sqrt{12p}\approx3.0$ MHz. It is smaller than the satellite displacement because most of the area is at the centre.

### (d) Small $p$ and $p=1$

Set $x=p/(1-p)$, so that $P_k/P_0=\binom{12}{k}x^k$. With $\binom{12}{2}=66$ and $\binom{12}{3}=220$,

$$\frac{I_0}{P_0}=1+33x^2+O(x^4),$$

$$\frac{I_1}{P_0}=6x+\frac38\,220\,x^3+O(x^5)=6x\left(1+13.75x^2\right)+O(x^5).$$

Since $1/(1+33x^2)=1-33x^2+O(x^4)$, the ratio is

$$\frac{I_1}{I_0}=6x\left(1-19.25x^2\right)+O(x^5).$$

The leading term is $P_1/(2P_0)=6p/(1-p)=0.296$, which is about 5% above the full value of 0.283. The correction has two parts of the same order in $x$. Two-nucleus configurations strengthen the centre and contribute $-33x^2$; three-nucleus configurations strengthen the first satellites and contribute $+13.75x^2$. Truncation at two nuclei keeps the first part and loses the second. This is why it overshoots the correction.

The second satellite begins with $P_2/4$, so $I_2/I_0\approx16.5x^2$ for small $x$. The first ratio is linear in a small abundance and the second is quadratic.

The leading term also shows how the ratio counts sites. For $N$ equivalent sites it is $Np/[2(1-p)]$. A shell of four silicon atoms would give one third of the leading value for twelve.

At $p=1$ every vacancy has $k=12$. Then $m$ must be even, and the lines at odd $m$ vanish. The remaining areas are $I_m=2^{-12}\binom{12}{6+m/2}$, so

$$\frac{I_2}{I_0}=\frac{\binom{12}{7}}{\binom{12}{6}}=\frac{792}{924}=\frac67.$$

The first satellite ratio thus starts from zero at $p=0$ and returns to zero at $p=1$. The rule $6p$ belongs to dilute silicon-29.

### (e) Reading a real spectrum

**The real case.** The values of $p$, $|A|$ and $D$ are rough typical ones for a silicon vacancy in 4H-SiC with natural isotopes. In a field sweep, the 8.0 MHz splitting between the two first satellites becomes 0.285 mT. In a real vacancy the twelve couplings are not all equal. In the estimate below this lowers the first peak-height ratio from 0.297 to 0.247 at fixed linewidth, while the area ratio stays at 0.283. The 4H crystal also has two kinds of silicon site, and one of them has a zero-field splitting of only a few MHz. Its outer electron transitions can then fall on the hyperfine satellites. If both kinds are present, the lines at $\pm70$ MHz are a cleaner place to measure the ratio than the crowded centre.

**Unequal couplings.** For an estimate, share the electron spin equally among the four carbon neighbours, treat each share as a point dipole, and add the dipolar coupling to a common isotropic coupling $A=-8.0$ MHz. The negative sign is an assumption; the opposite sign would give different splittings. With a cubic-like site, $a=4.36$ Å and the field along [111], the magnitudes of the $zz$ components of the couplings, which are the first-order splittings, are

- 7.49 MHz at six sites;
- 7.83 MHz at three sites;
- 9.20 MHz at three sites.

The transverse parts of the dipolar coupling shift the actual splittings slightly; for the central electron transition they become 7.52, 7.90 and 9.20 MHz. This is a model of the spread, not an electronic-structure calculation. The first satellites now lie between about 3.7 and 4.6 MHz from the centre. That spread is comparable with a typical linewidth of 1 MHz, so the satellite becomes broader and lower.

**Area and height.** Give every line a Lorentzian shape with a full width of 1.0 MHz at half maximum. With equal couplings the ratio of peak heights is 0.297, slightly above the area ratio. The main reason is the tail of the central line. At 4.0 MHz from its centre it retains the fraction

$$\frac{0.5^2}{4.0^2+0.5^2}\approx0.015$$

of its peak, and this adds to the weaker satellite. With the unequal first-order splittings and the same linewidth, the height ratio falls to 0.247, about 13% below the area ratio. Including the transverse parts of the coupling lowers it to 0.245 for the central transition.

The areas are much less sensitive. Assign line positions within 2 MHz of the centre to the central group, and those between 2 and 6 MHz to the first satellites. The unequal couplings then still give 0.283. The prediction should therefore be compared with areas, obtained from a fit that allows for the spread of couplings. One Lorentzian per satellite is not enough for this, and the error depends on how the fit is set up. In the present model, with a free width for each satellite and the second satellites included, the first area ratio comes out about 8% too large. With the satellite width tied to that of the central line, it comes out 9 to 12% too small. Two Lorentzians per first satellite, with the width of the central line, bring the ratio to within about 1% of 0.283.

Integrating the spectrum over the two windows does not replace the fit. The tail of the central line then counts as satellite area, and the ratio rises to about 0.34. A spectrum recorded as a derivative should be fitted with the derivative of the line shape; its amplitudes should not be compared directly.

**Tilted nuclear axes.** A dipolar coupling can also produce a transverse field at the nucleus that changes when the electron spin flips. The nuclear quantization axis then tilts, and weak transitions appear in which the nuclear state changes as well. For one nucleus and the central electron transition, they take at most 1.7% of the intensity in this dipolar model. For the two outer electron transitions the largest fractions are about 1% and 0.01%.

**Carbon-13.** With a carbon-13 abundance of 0.011, the probability that none of the four nearest carbon atoms is carbon-13 is $0.989^4=0.957$. For an illustrative coupling of 30 MHz, one carbon-13 nucleus moves the whole silicon pattern by $\pm15$ MHz. In the real crystal the carbon atom on the axis and the other three have different couplings, so their displacements differ. Carbon and silicon isotopes are independent, so the main pattern loses about 4% of its area as a whole, and its internal ratios stay the same as long as the displaced copies are resolved.

**Abundance and polarization.** Raising $p$ by 0.001 raises $I_1/I_0$ by 0.0058, or about 2% of its value. The abundance in the actual crystal therefore matters at this level. More distant silicon-29 nuclei are assumed to have couplings too weak to resolve, and are represented here by the linewidth.

Equal satellites on the two sides also require unpolarized nuclei. If optical pumping creates a nuclear polarization $q$, the two lines from a single nucleus have weights $(1+q)/2$ and $(1-q)/2$. Their sum is unchanged, but the sides become unequal. A different number of unpolarized neighbours cannot produce this asymmetry, because it leaves the two sides equal.

The numerical output below lists the main values with more digits.

## Calculated quantities

```
Silicon neighbours: 12 ; carbon neighbours: 4
Silicon-29 abundance p: 0.047
Hyperfine splitting |A|: 8.0 MHz
Hyperfine splitting |A|: 0.285 mT
Zero-field parameter D: 35.0 MHz
Microwave frequency: 9400 MHz
Magnetic field: 0.3354 T
Temperature: 300 K
Silicon-29 gyromagnetic ratio: -8.46 MHz/T
Cubic lattice constant: 4.36 angstrom
Probability of zero nuclei P0: 0.5612
Probability of one nucleus P1: 0.3321
Probability of two nuclei P2: 0.0901
Probability of three or more: 0.0166
Mean number of silicon-29 nuclei: 0.564
Second moment of m from enumeration: 0.564
Area of one line at m=0: 0.6069
Area of one line at m=1: 0.1717
Area of one line at m=2: 0.0229
Area of one line at m=3: 0.0019
First satellite/centre, P1/(2 P0): 0.2959
First satellite/centre, up to two nuclei: 0.2739
First satellite/centre, full sum: 0.2829
Second satellite/centre, up to two nuclei: 0.0372
Second satellite/centre, full sum: 0.0378
Both first satellites/centre, full sum: 0.5657
Change of first ratio for p + 0.001: 0.0058
Largest second-order line shift: 10.30 kHz
Dipolar model, 6 sites with splitting: 7.486 MHz
Dipolar model, 3 sites with splitting: 7.834 MHz
Dipolar model, 3 sites with splitting: 9.195 MHz
Largest weak-transition fraction: 0.0170
Lorentzian full width: 1.0 MHz
First height ratio, equal couplings: 0.2973
First height ratio, unequal couplings: 0.2474
First area ratio, unequal couplings: 0.2829
Thermal nuclear polarization: 2.27e-07
Carbon-13 abundance: 0.011
Fraction with no nearest carbon-13: 0.9567
Rough carbon-13 coupling: 30.0 MHz
Rough carbon-13 line displacement: 15.0 MHz
```
